\section*{Direct transitions and photon momentum in valence photoemission from tungsten and aluminium, part 1}

(Sections cited here and not found follow in the later parts.)

\section*{Question}

An angle-resolved valence photoemission experiment is carried out on tungsten and on aluminium with photon energies from 100 eV to 6 keV, at 30 K and at 300 K. What fraction of the intensity comes from direct, wavevector-conserving transitions, and how does that fraction scale with photon energy, atomic mass and temperature? How far does the momentum of the photon displace the band map? At what photon energy does the spectrum stop showing bands and turn into a density of states?

\section*{Answer}

\subsection*{Model and kinematics}

The crystal has $N$ atoms of mass $M$, one per cell, at positions $\mathbf R_j+\mathbf u_j$, with periodic boundary conditions. The displacements $\mathbf u_j$ are operators of a harmonic bulk lattice in thermal equilibrium at temperature $T$. The valence band is built from one orbital $\phi$ per atom. The orbital moves rigidly with its atom, orbitals on different atoms are taken as orthogonal, and the hopping integrals keep their equilibrium values. With fixed hopping the coefficients of the eigenstates are Bloch phases whatever the displacements are, so
\begin{equation}
\psi_{\mathbf k}(\mathbf r)=\frac{1}{\sqrt N}\sum_j e^{i\mathbf k\cdot\mathbf R_j}\,\phi(\mathbf r-\mathbf R_j-\mathbf u_j).
\label{bloch}
\end{equation}
Fixed hopping leaves out the phonon broadening of the initial state, which does not depend on the photon energy. The final state is a single plane wave $e^{i\mathbf K\cdot\mathbf r}$ inside the solid, without multiple scattering. The photon has energy $E=h\nu$, polarization $\boldsymbol\epsilon$ and wavevector $\boldsymbol\kappa$, and the refractive index is set to 1, so that
\begin{equation}
\kappa=\frac{E}{\hbar c},\qquad \frac{1}{\hbar c}=0.5068\ \text{\AA}^{-1}\text{ per keV}.
\end{equation}

An electron excited from the Fermi level has kinetic energy $\mathcal T=E+E_0$ inside the solid, where $E_0$ is the depth of the zero of the free-electron final band below $E_F$. Squaring $\mathcal T+mc^2=\sqrt{(\hbar cK)^2+m^2c^4}$ and cancelling $m^2c^4$ gives
\begin{equation}
(\hbar cK)^2=\mathcal T^2+2mc^2\mathcal T,\qquad
K^2=\frac{2m}{\hbar^2}\,\mathcal T\left(1+\frac{\mathcal T}{2mc^2}\right),
\label{kin}
\end{equation}
with $2m/\hbar^2=0.2625\ \text{\AA}^{-2}\,\text{eV}^{-1}$ and $mc^2=510999$ eV. For $E_0\ll E\ll mc^2$ the ratio of the two wavevectors is
\begin{equation}
\frac{\kappa}{K}\simeq\frac{E}{\sqrt{2mc^2E}}=\sqrt{\frac{E}{2mc^2}} .
\label{ratio}
\end{equation}

\subsection*{The matrix element and the wavevector that the lattice absorbs}

Absorption is driven by $e^{i\boldsymbol\kappa\cdot\mathbf r}\,\boldsymbol\epsilon\cdot\mathbf p$. The order of the two factors does not matter, because $\mathbf p\,e^{i\boldsymbol\kappa\cdot\mathbf r}=e^{i\boldsymbol\kappa\cdot\mathbf r}(\mathbf p+\hbar\boldsymbol\kappa)$ and $\boldsymbol\epsilon\cdot\boldsymbol\kappa=0$ for a transverse wave. Define
\begin{equation}
\mathbf Q=\mathbf K-\boldsymbol\kappa,\qquad \tilde\phi(\mathbf Q)=\int d^3r\,e^{-i\mathbf Q\cdot\mathbf r}\phi(\mathbf r).
\end{equation}
The final-state wave and the photon phase combine to $e^{-i\mathbf Q\cdot\mathbf r}$. Integration by parts moves $\mathbf p=-i\hbar\nabla$ onto this exponential, where it gives $+\hbar\mathbf Q$, and $\boldsymbol\epsilon\cdot\mathbf Q=\boldsymbol\epsilon\cdot\mathbf K$. Shifting the integration variable by $\mathbf R_j+\mathbf u_j$ in the $j$th term of (\ref{bloch}) produces the phase $e^{-i\mathbf Q\cdot(\mathbf R_j+\mathbf u_j)}$. Up to constant normalization,
\begin{align}
\mathcal M_{\mathbf k}&=\int d^3r\,e^{-i\mathbf Q\cdot\mathbf r}\,\boldsymbol\epsilon\cdot\mathbf p\,\psi_{\mathbf k}(\mathbf r)
=\hbar(\boldsymbol\epsilon\cdot\mathbf K)\,\tilde\phi(\mathbf Q)\,\sqrt N\,\hat a_{\mathbf k},\\
\hat a_{\mathbf k}&=\frac1N\sum_j e^{i(\mathbf k-\mathbf Q)\cdot\mathbf R_j}\,e^{-i\mathbf Q\cdot\mathbf u_j}.
\label{amp}
\end{align}
For a rigid lattice the sum is 1 when $\mathbf Q-\mathbf k$ is a reciprocal-lattice vector $\mathbf G$ and 0 otherwise, for $\mathbf Q$ on the grid allowed by the boundary conditions. The selection rule of a direct transition is therefore
\begin{equation}
\mathbf K=\mathbf k+\mathbf G+\boldsymbol\kappa .
\label{select}
\end{equation}
The numerical check evaluates $\mathcal M_{\mathbf k}$ by real-space quadrature for a chain of Gaussian orbitals with random displacements. It reproduces (\ref{amp}) with a relative error of $3\times10^{-15}$, it fails to match when $\mathbf K$ replaces $\mathbf Q$ in the displacement phase, and for the undisplaced chain the amplitude at $\mathbf k+\mathbf G$ is $6\times10^{-17}$ of the amplitude at $\mathbf k+\mathbf G+\boldsymbol\kappa$.

The prefactor in front of $\hat a_{\mathbf k}$ does not depend on $\mathbf k$ if $\mathbf K$ is held fixed across the band. This neglects a relative change of $K^2$ equal to the bandwidth divided by $\mathcal T$, the larger relative change it causes in $|\tilde\phi(\mathbf Q)|^2$, which falls as a high power of $Q$, and the drift of the direct $\mathbf k$ along $\mathbf K$ with binding energy. For a band 10 eV wide the drift is about $0.25\ \text{\AA}^{-1}$ at 100 eV and $0.08\ \text{\AA}^{-1}$ at 1 keV, so the approximation is rough at the low end of the range. The distribution of intensity over initial states is then set by $\hat a_{\mathbf k}$ alone.

\subsection*{Thermal average}

The experiment does not record the final vibrational state $|f\rangle$. Summing over it with $\sum_f|f\rangle\langle f|=1$ and averaging over initial states $|n\rangle$ with Boltzmann weights $p_n$ gives the weight of the band state $\mathbf k$,
\begin{equation}
P(\mathbf k)=\sum_{n,f}p_n|\langle f|\hat a_{\mathbf k}|n\rangle|^2=\langle\hat a_{\mathbf k}^\dagger\hat a_{\mathbf k}\rangle
=\frac{1}{N^2}\sum_{j,j'}e^{i(\mathbf k-\mathbf Q)\cdot(\mathbf R_j-\mathbf R_{j'})}\big\langle e^{-i\mathbf Q\cdot(\mathbf u_j-\mathbf u_{j'})}\big\rangle .
\label{Pdef}
\end{equation}
The two exponentials were merged because displacement operators at equal times commute.

The average follows from the Bloch identity. For one mode with ladder operators $a,a^\dagger$ and a real number $\lambda$, take $A=i\lambda a^\dagger$ and $B=i\lambda a$. Their commutator $[A,B]=-\lambda^2[a^\dagger,a]=\lambda^2$ is a number, so $e^{A+B}=e^Ae^Be^{-\lambda^2/2}$. In the thermal average of $e^Ae^B$ only terms with equal powers of $a^\dagger$ and $a$ survive. With $z=e^{-\hbar\omega/k_BT}$, $p_n=(1-z)z^n$ and $\bar n=z/(1-z)$,
\begin{equation}
\langle a^{\dagger s}a^s\rangle=(1-z)\sum_n\frac{n!}{(n-s)!}z^n=(1-z)\,z^s\frac{d^s}{dz^s}\frac{1}{1-z}=s!\,\bar n^s ,
\end{equation}
and hence
\begin{equation}
\langle e^{i\lambda(a+a^\dagger)}\rangle=e^{-\lambda^2/2}\sum_s\frac{(-\lambda^2)^s}{(s!)^2}\,s!\,\bar n^s=e^{-\lambda^2(\bar n+1/2)} .
\end{equation}
Since $\langle(a+a^\dagger)^2\rangle=2\bar n+1$, the exponent equals $-\tfrac12\langle[\lambda(a+a^\dagger)]^2\rangle$. Any linear combination $X$ of displacements is a sum of such terms over real normal coordinates. These are independent in a harmonic crystal, so the averages multiply and the variances add:
\begin{equation}
\langle e^{iX}\rangle=e^{-\langle X^2\rangle/2}.
\label{blochid}
\end{equation}
Harmonicity is needed. A grid diagonalization of an oscillator in natural units, with wavevector 2.5 and temperature 1.5, gives $\langle e^{iqx}\rangle=0.00775$ in agreement with (\ref{blochid}). With a strong quartic term added, the exact average is 0.1535 while the Gaussian form with the exact $\langle x^2\rangle$ gives 0.2137.

Let the displacement correlations be isotropic, $\langle u_\alpha(l)u_\beta(0)\rangle=\delta_{\alpha\beta}C(l)$. For $l=0$ this is exact at a site of cubic symmetry, with $C(0)=\langle u_x^2\rangle$. For $l\neq0$ it is a property of the single-velocity Debye model used below; in a real lattice $C(l)$ is a tensor and $Q^2C(l)$ stands for $Q_\alpha Q_\beta C_{\alpha\beta}(l)$. With $X=-\mathbf Q\cdot(\mathbf u_j-\mathbf u_{j'})$ one has $\langle X^2\rangle=Q^2[2C(0)-2C(l)]$, where $\mathbf R_l=\mathbf R_j-\mathbf R_{j'}$. One of the two site sums in (\ref{Pdef}) then gives a factor $N$:
\begin{equation}
P(\mathbf k)=\frac1N\sum_l e^{i(\mathbf k-\mathbf Q)\cdot\mathbf R_l}\,D_l,\qquad D_l=e^{-Q^2[C(0)-C(l)]}.
\label{P}
\end{equation}

\subsection*{The direct fraction}

Summing (\ref{P}) over the zone with $\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf R_l}=N\delta_{l0}$ leaves the term $l=0$, for which $D_0=1$. Thus $\sum_{\mathbf k}P=1$ at every temperature: vibrations move weight among the states of a full band and do not change the total. Now define
\begin{equation}
2W=Q^2\langle u_x^2\rangle
\label{W}
\end{equation}
and expand $D_l=e^{-2W}e^{Q^2C(l)}$ in powers of $C(l)$:
\begin{equation}
P(\mathbf k)=\sum_{s=0}^\infty P_s(\mathbf k),\qquad
P_s(\mathbf k)=e^{-2W}\frac{Q^{2s}}{s!}\,\frac1N\sum_le^{i(\mathbf k-\mathbf Q)\cdot\mathbf R_l}\,C(l)^s .
\label{orders}
\end{equation}
The term $s=0$ is $e^{-2W}\delta_{\mathbf k,\mathbf Q-\mathbf G}$, the direct transition (\ref{select}) with its weight reduced by $e^{-2W}$. This is an intensity factor; the amplitude $\langle\hat a_{\mathbf k}\rangle$ carries $e^{-W}$. Written with the three-dimensional mean square $\langle u^2\rangle=3\langle u_x^2\rangle$, the exponent is $Q^2\langle u^2\rangle/3$. The zone sum of the $s$th term again picks $l=0$ and gives $e^{-2W}(2W)^s/s!$, a Poisson distribution of phonon orders with mean $2W$.

It remains to show that the terms $s\ge1$ put no finite weight on a single $\mathbf k$. The mode expansion $u_\alpha(l)=\sum_{\mathbf q\sigma}\sqrt{\hbar/2NM\omega}\;e_\alpha^{\sigma}\,(a_{\mathbf q\sigma}e^{i\mathbf q\cdot\mathbf R_l}+\text{h.c.})$, with the same $\omega_q$ for the three polarizations, the completeness $\sum_\sigma e^\sigma_\alpha e^\sigma_\beta=\delta_{\alpha\beta}$ and $2\bar n+1=\coth(\hbar\omega/2k_BT)$, gives
\begin{equation}
C(l)=\frac1N\sum_{\mathbf q\neq0}c_q\,e^{i\mathbf q\cdot\mathbf R_l},\qquad c_q=\frac{\hbar}{2M\omega_q}\coth\frac{\hbar\omega_q}{2k_BT}.
\label{Cq}
\end{equation}
The uniform translation $\mathbf q=0$ is excluded, and the emission and absorption terms were combined using $c_{\mathbf q}=c_{-\mathbf q}$. Inserting this into the $s=1$ term, the sum over $l$ fixes $\mathbf q=\mathbf Q-\mathbf G-\mathbf k$:
\begin{equation}
P_1(\mathbf k)=e^{-2W}\,Q^2\,\frac{c_q}{N}.
\label{P1}
\end{equation}
For $\hbar\omega_q\ll k_BT$, $c_q\to k_BT/M\omega_q^2\propto q^{-2}$. The smallest $q$ scales as $N^{-1/3}$, so the largest $P_1$ scales as $N^{-1/3}$ and vanishes for a large three-dimensional crystal. The higher orders are convolutions of $c_q$ with itself, because a power of $C(l)$ in real space is a convolution in $\mathbf q$, and they are less singular. The direct fraction of a full band is therefore exactly $e^{-2W}$ in this model. In a partly filled band only occupied $\mathbf k$ emit. In a given direction the direct share is then $e^{-2W}/\sum_{\mathbf k\,\mathrm{occ}}P(\mathbf k)$, which is larger than $e^{-2W}$, when the direct state is occupied, and zero when it is empty. Summing (\ref{P}) over a zone of $\mathbf Q$ at fixed $D_l$ again leaves only $l=0$, so the share summed over such a zone remains $e^{-2W}$. The fractions tabulated below for the two metals are meant in this sense. Holding $D_l$ fixed is an approximation: across a zone $Q^2=G^2+2\mathbf k\cdot\mathbf G+k^2$ varies, so for a partly filled band the statement is no more accurate than the $\mathbf Q$-versus-$\mathbf G$ difference evaluated below. In one or two dimensions at finite temperature $\int d^dq/q^2$ diverges at small $q$, $\langle u_x^2\rangle$ grows with the size of the system, and the separation into a sharp and a diffuse part fails.

The exponent contains $\mathbf Q=\mathbf k+\mathbf G$ because the electron rides on the atom before it is emitted, so the atom loses the whole momentum $\hbar\mathbf Q$. This is a property of the tight-binding limit. In the opposite limit the initial state is a plane wave $\mathbf k$ weakly mixed by $V=\sum_jv(\mathbf r-\mathbf R_j-\mathbf u_j)$. Its component at $\mathbf Q$ is, to first order, proportional to $\langle\mathbf Q|V|\mathbf k\rangle\propto\tilde v(\mathbf Q-\mathbf k)\sum_je^{-i(\mathbf Q-\mathbf k)\cdot(\mathbf R_j+\mathbf u_j)}$. At $\mathbf Q-\mathbf k=\mathbf G$ the thermal average multiplies this amplitude by $e^{-G^2\langle u_x^2\rangle/2}$, and the direct intensity by $e^{-G^2\langle u_x^2\rangle}$. This limit is the more natural one for the $sp$ band of aluminium. The difference $Q^2-G^2=2\mathbf k\cdot\mathbf G+k^2$ is a model uncertainty of the estimate, and it is evaluated in the numbers below.

In this model the direct fraction of a full band is $e^{-2W}$ with $2W=Q^2\langle u_x^2\rangle$, and the rest of the intensity is phonon-assisted. It remains to find how the spectrum approaches a density of states, to obtain the recoil, the displacements and the photon-momentum shift, and to put in numbers for the two metals.

Numerical values quoted here were computed with a short program.
